# A Delayed Heat-Pulse Peak Is Not Automatically Second Sound

Suppose a heat pulse enters one face of a cold crystal and a thermometer on the opposite face records a delayed maximum. To simulate the next experiment, one must choose a transport equation. If the maximum is second sound, a damped wave equation for the temperature is appropriate, and the arrival time gives its speed. If phonons crossed the crystal without colliding, that equation is wrong, and a normal collision rate fitted to the trace has no meaning.

The belief examined here is that the delay and the peak settle this choice. It has a reasonable basis. Fourier's law gives diffusion, which has no definite front speed, whereas second sound is a temperature wave with a finite speed. A pulse that arrives late and then falls looks like such a wave. If the delay also grows in proportion to the crystal thickness, the case seems complete. But free flight has all these features too.

## Peaks without collisions

Take a slab of thickness $L$ with a plane heater at $x=0$. The acoustic branches $s$ are isotropic, with speeds $c_s$ and degeneracies $g_s$: one longitudinal branch L and two equal transverse branches T. The faces are insulated and reflect phonons specularly without changing their branch. Heating is weak, so the equations are linear. Let $E$ be the added energy density for unit injected energy per area. The signal is $LE$ at the back face, which tends to 1 when the heat has spread evenly.

At low temperature the number of modes below a given frequency varies as $g_s c_s^{-3}$, so the branch shares of the heat capacity are

$$w_s=\frac{g_s c_s^{-3}}{\sum_r g_r c_r^{-3}} .$$

The heater is assumed to emit like a black surface, although its face is treated as a mirror for returning phonons. Its emitted flux is proportional to energy density times speed. The emitted shares $\phi_s$ are therefore proportional to $g_s c_s^{-2}$. With $\mu$ the cosine between the flight direction and the normal, the flux carries a further factor $\mu$, and its normalized distribution is $2\mu\,d\mu$ for $0<\mu<1$.

A phonon emitted at time zero is at $x=c_s\mu t$. The energy density of one branch is then

$$\phi_s\int_0^1 2\mu\,\delta(x-c_s\mu t)\,d\mu
=\frac{2\phi_s x}{(c_st)^2},\qquad t>\frac{x}{c_s}.$$

One factor $1/(c_st)$ comes from the delta function and the other from $\mu=x/(c_st)$. To include reflections, unfold the path: a ray reaching the back face has covered a normal distance $nL$ with $n$ odd. Incoming and reflected phonons both contribute there, which doubles the density. Hence

$$LE(L,t)=\sum_s\phi_s\sum_{n\ \rm odd}\frac{4nL^2}{(c_st)^2}\,
\Theta\!\left(t-\frac{nL}{c_s}\right),$$

where $\Theta$ is the unit step. Each branch produces a jump followed by a decrease as $t^{-2}$, which is a delayed peak. No collision entered the derivation. A heater pulse of finite length rounds the jump and puts the maximum slightly after the front, so the arrival should be read at the steepest rise.

Now let phonons collide at a total rate $\nu$. A phonon still unscattered at time $t$ has survived with probability $e^{-\nu t}$, whatever its direction. The front is therefore reduced by $e^{-\nu L/c_s}$ but does not move.

## What normal collisions add

Normal collisions conserve energy and crystal momentum; resistive collisions conserve energy alone. Give them rates $\nu_N$ and $\nu_R$, each the same for all phonons. Let $e_s(x,\mu,t)$ be the added energy density of branch $s$ for direction $\mu$, and let $\langle\cdots\rangle=\frac12\int_{-1}^{1}\cdots d\mu$. A phonon of energy $\hbar\omega$ has momentum $\hbar\omega/c_s$, so

$$E=\sum_s\langle e_s\rangle,\qquad
P=\sum_s\frac{\langle\mu e_s\rangle}{c_s}.$$

The Boltzmann equation inside the slab is

$$\partial_t e_s+c_s\mu\,\partial_xe_s
=-\nu_N(e_s-e_s^N)-\nu_R(e_s-w_sE).$$

Resistive collisions drive the phonons towards a distribution at rest. Normal collisions drive them towards a drifting one, obtained by replacing $\hbar\omega$ in the Bose function $n_0$ by $\hbar\omega-\hbar k\mu u$, with $u$ the drift velocity. To first order this adds an energy $(-n_0')(\hbar\omega)^2\mu u/c_s$ per mode, where the prime is a derivative with respect to energy. A small temperature change $\delta T$ adds $(-n_0')(\hbar\omega)^2\delta T/T$. Both contain the same spectral factor, whose sum over modes is proportional to $w_s$. Therefore

$$e_s^N=w_s\left(E+\frac{\mu\beta}{c_s}\right),$$

with $\beta$ proportional to $u$. Momentum conservation fixes it. Since $\langle\mu^2\rangle=1/3$,

$$P=\frac{\beta}{3}\sum_s\frac{w_s}{c_s^2}.$$

Define a speed $c_{II}$ by

$$c_{II}^2=\frac{1}{3\sum_s w_s/c_s^2}
=\frac13\frac{\sum_s g_sc_s^{-3}}{\sum_s g_sc_s^{-5}} .$$

Then $\beta=9c_{II}^2P$. To see that $c_{II}$ is a propagation speed, average the Boltzmann equation over angle and sum over branches, first with weight 1 and then with weight $\mu/c_s$:

$$\partial_tE+\partial_x\sum_s c_s\langle\mu e_s\rangle=0,\qquad
\partial_tP+\partial_x\sum_s\langle\mu^2e_s\rangle=-\nu_RP.$$

The normal terms vanish because of the two conservation laws. The resistive term survives in the second equation because the resting distribution has no momentum.

If normal collisions are much faster than both resistive collisions and the changes in $E$ and $P$, then $e_s\approx e_s^N$. The energy flux becomes $\beta/3=3c_{II}^2P$, and the momentum flux becomes $E/3$. Differentiating the energy equation in time and inserting the momentum equation gives

$$\partial_t^2E=-3c_{II}^2\partial_x\partial_tP
=c_{II}^2\partial_x^2E+3c_{II}^2\nu_R\partial_xP.$$

The energy equation also says $3c_{II}^2\partial_xP=-\partial_tE$, so

$$\partial_t^2E+\nu_R\partial_tE=c_{II}^2\partial_x^2E .$$

This is second sound. Normal collisions share momentum among the branches and directions without destroying it, and the pulse moves at a common speed. That speed is also built from acoustic speeds, but through an average over the branches, with a further factor $1/\sqrt3$ from the average over directions. The ballistic signature is the speed of an individual branch.

For a disturbance $e^{iqx+\lambda t}$, the wave equation requires $\lambda^2+\nu_R\lambda+c_{II}^2q^2=0$, or

$$\lambda=-\frac{\nu_R}{2}\pm i\sqrt{c_{II}^2q^2-\frac{\nu_R^2}{4}} .$$

The wave oscillates only if $c_{II}q>\nu_R/2$. Well above that limit its amplitude falls as $e^{-\nu_Rt/2}$.

In this isotropic model, second sound is also slower than either branch. With $r=c_L/c_T>1$,

$$\frac{c_{II}^2}{c_T^2}=\frac13\,\frac{2+r^{-3}}{2+r^{-5}}<\frac13\cdot\frac32=\frac12,$$

because the numerator is below 3 and the denominator above 2. A peak with apparent speed above $c_T/\sqrt2$ is therefore too early for fully developed second sound.

## Why resistive collisions cannot replace them

Could any frequent collisions produce the collective wave? Set $\nu_N=0$ and look for a mode $e^{iqx+\lambda t}$ with $q>0$. Writing $D=\lambda+\nu_R$, the Boltzmann equation becomes $(D+iqc_s\mu)e_s=\nu_Rw_sE$. Divide by the bracket, average and sum. For $E\neq0$ this requires

$$1=\nu_R\sum_sw_s\left\langle\frac{1}{D+iqc_s\mu}\right\rangle .$$

Let $D=a+ib$ with $a\neq0$. The imaginary part of the average is

$$-\frac12\int_{-1}^{1}\frac{b+qc_s\mu}{a^2+(b+qc_s\mu)^2}\,d\mu
=-\frac{1}{4qc_s}\ln\frac{a^2+(b+qc_s)^2}{a^2+(b-qc_s)^2}.$$

For $b>0$ every logarithm is positive; for $b<0$ every one is negative. Their weighted sum cannot vanish, as the real left-hand side demands, unless $b=0$. A collective mode therefore has real $\lambda$ and does not oscillate. The excluded case $a=0$ belongs to the free flights, with $\lambda=-\nu_R-iqc_s\mu$. These do oscillate, but they decay at the full collision rate. Within this model, a propagating collective mode needs normal collisions.

## An 8 mm crystal

Take $L=8.0$ mm, $c_L=6.0$ km/s and $c_T=3.2$ km/s, rough values for sodium fluoride along a cube axis, at 15 K. The heater pulse is Gaussian with standard deviation 0.05 µs, and time zero is its centre. Since 1 km/s is 1 mm/µs, the direct fronts are due at

$$\frac{8.0}{6.0}=1.33\ \mu{\rm s},\qquad \frac{8.0}{3.2}=2.50\ \mu{\rm s}.$$

The heat-capacity shares are 0.0705 for L and 0.9295 for T. Thus

$$c_{II}^2=\frac{1}{3(0.0705/6.0^2+0.9295/3.2^2)}\ {\rm km^2/s^2},$$

which gives $c_{II}=1.90$ km/s and an arrival at 4.22 µs.

The longitudinal echo, after three crossings, is due at $3\times1.333=4.00$ µs. It differs from the second-sound time by only 5% of the latter, yet it needs no collisions. In the collisionless signal this echo is a separate maximum at 4.06 µs. The direct transverse maximum is at 2.61 µs with height 3.30. Read as second sound, it would imply a speed of $8.0/2.61=3.07$ km/s, well above $c_T/\sqrt2=2.26$ km/s.

For finite rates the Boltzmann equation can be solved without assuming either limit. A Fourier transform in space and a Laplace transform in time turn it into an algebraic equation for $e_s$. Its angular averages give two linear equations for $E$ and $P$, and the transforms are then inverted numerically. With $\nu_R=0$ and everything else fixed, the highest maximum behaves as follows.

| $\nu_N$ (µs⁻¹) | time (µs) | height |
|---:|---:|---:|
| 0 | 2.61 | 3.30 |
| 0.3 | 2.89 | 2.65 |
| 1 | 3.36 | 2.78 |
| 3 | 3.79 | 3.62 |
| 10 | 4.07 | 5.77 |
| 30 | 4.17 | 9.50 |
| 300 | 4.22 | 27.2 |

The highest maximum moves from just behind the transverse front to the second-sound time. At intermediate rates it matches neither prediction: at $\nu_N=1$ µs⁻¹ the apparent speed is $8.0/3.36=2.4$ km/s, which is neither $c_T$ nor $c_{II}$. Such a trace calls for the Boltzmann equation, not a wave equation with an adjusted speed.

The decisive comparison holds the total collision rate at 3 µs⁻¹ and changes only the kind of collision. Normal collisions give a maximum of 3.62. With resistive collisions the signal does not exceed 0.47 up to 6.5 µs, and it rises steadily throughout the interval within 0.5 µs of the predicted second-sound time.

Resistive collisions also weaken second sound once it exists. At $\nu_N=30$ µs⁻¹, raising $\nu_R$ from 0 to 0.5 µs⁻¹ lowers the signal near 4.22 µs from 9.50 to 3.87. The factor $e^{-\nu_Rt/2}=e^{-1.05}=0.35$ alone would give 3.3, somewhat below the computed value. At $\nu_R=2$ µs⁻¹ the largest signal in that interval is 0.50. A clear second-sound pulse thus needs $\nu_N\gg c_{II}/L$ while $\nu_RL/(2c_{II})$ is not much above 1. The first inequality must be strong before the arrival time gives $c_{II}$: in the table the maximum is still 10% early at $\nu_NL/c_{II}\approx13$ and 3.5% early at $\nu_NL/c_{II}\approx42$.

## Why thickness does not decide

Double the thickness to 16 mm, keeping the heater pulse and collision rates fixed. The collisionless maximum moves from 2.61 to 5.13 µs. The second-sound maximum at $\nu_N=300$ µs⁻¹ moves from 4.22 to 8.44 µs. Both delays nearly double, so a constant apparent speed does not distinguish them.

Thickness does help to exclude diffusion. Far from any boundary, a plane pulse diffusing with diffusivity $\kappa$ gives a signal proportional to $t^{-1/2}e^{-x^2/(4\kappa t)}$. Setting the derivative of its logarithm to zero,

$$-\frac{1}{2t}+\frac{x^2}{4\kappa t^2}=0,
\qquad t=\frac{x^2}{2\kappa}.$$

Diffusion can therefore also give a delayed maximum, but its delay grows as the square of the distance. At the insulated back face of the slab the diffusive signal has no maximum and only rises towards 1. Its rise time still grows as the square of the thickness, because $L^2/\kappa$ is the only time that $L$ and $\kappa$ can form.

A better test changes the temperature, and with it the collision rates, at fixed thickness. If dispersion is negligible, ballistic fronts should weaken in place as collisions become more frequent. A maximum governed by normal collisions should shift towards $L/c_{II}$, then disappear if resistive collisions become too frequent. All direct and echo times must be calculated first, because one of them may coincide with $L/c_{II}$.

## What a real crystal changes

Second sound has been observed in sodium fluoride, but the model's traces are not measurements. One correction to its predicted speed comes from elastic anisotropy. For linear dispersion $\mathbf v\cdot\mathbf k=\omega$, with $\mathbf v$ the group velocity, and in a cubic crystal the average over symmetry-related directions of $\mathbf k$ gives each axis one third of this product. The two fluxes derived above keep their form, and the sums in $c_{II}$ extend over directions as well as branches. With rough elastic constants $C_{11}=101$, $C_{12}=25$ and $C_{44}=29$ GPa and density 2.8 g/cm³, $c_{II}$ rises to 2.00 km/s. With linear dispersion, second sound would then arrive at 4.00 µs, 5% earlier than in the isotropic model and together with the front of the longitudinal echo. Anisotropy also focuses the ballistic phonons. Without collisions or dispersion, the transverse front stays at 2.50 µs, but for an unlimited plane heater the highest maximum moves to about 3.1 µs. The phonons in that maximum travel obliquely. If the side faces return nothing, those from a disc heater of radius 5 mm miss a small detector on its axis, and the maximum is absent there.

Lattice dispersion matters too. For a chain of planes a distance $d$ apart, $\omega=(2c_T/d)\sin(kd/2)$, so the group speed is $c_T\cos(kd/2)$. With $d=0.23$ nm, a phonon at the median frequency of the heat capacity at 15 K, calculated for linear dispersion, travels at $0.95\,c_T$. Its direct flight takes about 2.63 µs instead of 2.50 µs. Dispersion also slows second sound, because the group speed falls while the momentum per unit energy rises. If both branches of the isotropic model follow this sine law, $c_{II}$ at 15 K falls by about 10%. This overstates the effect, because it applies the dispersion of the soft cube-axis branch to all directions: a rigid-ion model of the rock-salt lattice with nearly the same sound speeds gives a fall of only about 2% at 15 K and 7% at 20 K. Dispersion thus opposes the anisotropy correction and at 15 K cancels only part of it, so the coincidence at 4.00 µs is not a prediction for a real crystal.

Dispersion also limits the temperature test. Warming excites slower phonons. In the isotropic model with the sine law in all directions, which is only a rough guide to the size of the shift in a real crystal, even without collisions the transverse maximum moves from about 2.8 µs at 10 K to 3.2 µs at 20 K, while its steepest rise moves by only about 0.05 µs. A later maximum on warming is therefore not by itself evidence of normal collisions; the trace must be compared with a collisionless calculation that includes dispersion and elastic anisotropy.

The single normal rate is a stronger simplification. If the rate grew as frequency squared, it would differ by a factor of about 14 between the 10% and 90% points of the heat-capacity spectrum for linear dispersion. Some phonons could then fly freely while others collide often, a mixture that a single rate cannot represent. The longitudinal echo is fragile too. With the sine law at 15 K it no longer forms a clear separate maximum, even without collisions. In the model without dispersion, that maximum also depends on the mirror-like faces. A heater that absorbed and re-emitted returning phonons would remove it, as would fully diffuse reflection at both faces, and heat loss to the surroundings would weaken it. Its strength also depends on the heater size: with a disc of radius 2.5 mm and no return from the side faces, most of the echo would miss a small detector on the axis. The disc cuts off the transverse tail as well, so the remainder is a small isolated maximum of height about 0.03. The linear treatment is safer: a pulse of 0.1 J/m² warms the heater by about 0.10 K, or 0.7% of the background temperature.

The numerical output below gives the remaining values.

## Calculated quantities

```
Thickness 8.0 mm; c_L 6.0, c_T 3.2 km/s
Pulse standard deviation 0.050 us
Heat-capacity shares L, T: 0.0705, 0.9295
Emission shares L, T: 0.1245, 0.8755
Second-sound speed 1.896 km/s; c_II/c_T 0.5925
Largest c_II/c_T for any c_L>c_T: 0.6007
Predicted L/c_L 1.333, L/c_T 2.500, 3L/c_L 4.000 us
Predicted second sound L/c_II 4.219 us
Collisionless signal (late-time level = 1):
  L: front 1.330 us, maximum 1.430 us, height 0.421
  T: front 2.500 us, maximum 2.610 us, height 3.297
  L echo: front 4.000 us, maximum 4.055 us, height 1.524
Largest difference from ray sum 9.5e-07
T front left at nu_R=0.3/us: 0.482; law 0.472
Normal rate (1/us), T free path (mm), highest max (us), height:
  0.0, infinite, 2.610, 3.297
  0.3, 10.667, 2.885, 2.650
  1.0, 3.200, 3.360, 2.784
  3.0, 1.067, 3.790, 3.620
  10.0, 0.320, 4.070, 5.766
  30.0, 0.107, 4.170, 9.496
  300.0, 0.011, 4.215, 27.167
Resistive only, 3/us: largest signal to 6.5 us 0.467
nu_N=30/us with nu_R: largest signal within 0.5 us of L/c_II:
  nu_R 0.1 /us: 7.879
  nu_R 0.5 /us: 3.871
  nu_R 2.0 /us: 0.499
Mode at q=pi/L, nu_N=2000/us, nu_R=0.2/us: -0.1001 +0.7378i /us
  damped-wave prediction -0.1000 +0.7378i /us
At 16 mm: ballistic max 5.125 us, second sound (300/us) 8.435 us
Neglected effects, rough sodium fluoride values:
  density 2.8 g/cm3; C11 100.8, C12 25.0, C44 28.7 GPa
  cubic c_II 2.001 km/s, arrival 3.998 us
  plane spacing 0.23 nm, temperature 15 K
  T group speed / c_T at median thermal phonon 0.9489
  phonon energy/kT at 10, 50, 90 % of heat capacity: 2.13, 4.47, 7.86
  rate ratio 90 %/10 % if rate ~ frequency^2: 13.6
  heater radius 2.5 mm: last direct T ray to axis 2.619 us
  heat capacity 9035 J/(m3 K); pulse 0.1 J/m2
  detector rise per unit signal 1.383 mK; heater rise 0.104 K
```
